# Mass terms of spinless Dirac electrons on the honeycomb lattice, part 1

(Sections cited here and not found follow in the later parts.)

## Mass terms of the spinless two-valley Dirac Hamiltonian

### The form of the answer

Near zero energy the electrons of a spinless honeycomb lattice are described by a $4\times4$ Hamiltonian linear in the wave vector $\mathbf q$,

$$H_0(\mathbf q)=\hbar v\,(\alpha_x q_x+\alpha_y q_y),\qquad \alpha_x^2=\alpha_y^2=1,\qquad \{\alpha_x,\alpha_y\}=0 ,\tag{1}$$

so that $H_0^2=(\hbar v q)^2$. The only parameter, $\hbar v$, is an energy times a length. No energy can be formed from it, and a gap therefore needs a new term. The term of lowest order in $\mathbf q$ is a constant Hermitian matrix $\epsilon X$, and

$$(H_0+\epsilon X)^2=(\hbar v q)^2+\epsilon^2X^2+\epsilon\hbar v\,\big(q_x\{\alpha_x,X\}+q_y\{\alpha_y,X\}\big).\tag{2}$$

The cross term, linear in $\mathbf q$, vanishes for all $\mathbf q$ only if $X$ anticommutes with both $\alpha_x$ and $\alpha_y$. Such a matrix is called a mass. If also $X^2=1$, then $E^2=(\hbar vq)^2+\epsilon^2$.

One mass exists in any representation of (1): $M_H=-i\alpha_x\alpha_y$ is Hermitian, squares to one and anticommutes with each $\alpha_i$. If $X$ is any mass, $M_HX$ commutes with both $\alpha_i$, because moving $\alpha_i$ through the product gives two minus signs. Conversely, if $Q$ commutes with both $\alpha_i$, then $M_HQ$ anticommutes with them. Multiplication by $M_H$ thus maps the masses one-to-one onto the commutant of $H_0$. The matrices $1,\alpha_x,\alpha_y,M_H$ span the algebra of $2\times2$ matrices, which has a single irreducible representation, of dimension two. A four-dimensional space holds two copies of it, and the commutant consists of the $2\times2$ matrices that act on the copy label, spanned by $1$ and three Pauli matrices $Q_1,Q_2,Q_3$. There are four masses: the singlet $M_H$ and the triplet $M_HQ_a$. With $N$ copies the count is $N^2$; adding spin gives $N=4$ and sixteen. Pairing terms, which do not conserve particle number, lie outside this count throughout.

Time reversal $T$ is fixed by the same structure. It is antiunitary and sends $H_0(\mathbf q)$ to $H_0(-\mathbf q)$, so it reverses $\alpha_x$ and $\alpha_y$, and it sends $-i\alpha_x\alpha_y$ to $+i(-\alpha_x)(-\alpha_y)=-M_H$. The singlet is odd. An antiunitary operator that reverses all three Pauli matrices of a two-level system squares to $-1$ on that factor. Spinless particles have $T^2=+1$, so $T$ must square to $-1$ on the copy label as well, and it then reverses all three $Q_a$. The triplet $M_HQ_a$ is even. A mirror is unitary and reverses one component of $\boldsymbol\alpha$, so $M_H$ is odd under mirrors, while a rotation leaves $\alpha_x\alpha_y$ unchanged. How the triplet divides into one staggered and two Kekulé masses depends on the lattice.

### Lattice and Dirac Hamiltonian

Let $d$ be the bond length and put the origin at the centre of a hexagon, with A sites at the vertices at $90^\circ,210^\circ,330^\circ$ and B sites at $30^\circ,150^\circ,270^\circ$. The lattice vectors are $\mathbf a_1=(\sqrt3,0)d$ and $\mathbf a_2=(\sqrt3/2,3/2)d$. The A sites are $(0,d)$ plus a lattice vector, the B sites $(0,-d)$ plus a lattice vector, and the vectors from an A site to its three neighbours are

$$\boldsymbol\delta_1=(0,1)d,\qquad \boldsymbol\delta_2=\big(-\tfrac{\sqrt3}{2},-\tfrac12\big)d,\qquad \boldsymbol\delta_3=\big(\tfrac{\sqrt3}{2},-\tfrac12\big)d .\tag{3}$$

There is one orbital per site and a real hopping $-t$ on each bond. The Bloch state $|\mathbf k,A\rangle$ has amplitude proportional to $e^{i\mathbf k\cdot\mathbf r}$ on the A sites, with $\mathbf r$ the true position of the site, and likewise for B. Then

$$\langle\mathbf k,A|H|\mathbf k,B\rangle=-t\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j}.\tag{4}$$

Three unit complex numbers add to zero only if they form an equilateral triangle. Since $\boldsymbol\delta_1-\boldsymbol\delta_2=\mathbf a_2$ and $\boldsymbol\delta_3-\boldsymbol\delta_2=\mathbf a_1$, the condition is $(e^{i\mathbf k\cdot\mathbf a_2},e^{i\mathbf k\cdot\mathbf a_1})=(\omega,\omega^*)$ or $(\omega^*,\omega)$, with $\omega=e^{2\pi i/3}$. These two phases fix $\mathbf k$ up to a reciprocal vector, so there are two zeros, $\mathbf K$ and $\mathbf K'=-\mathbf K$, with

$$\mathbf K=\Big(\frac{4\pi}{3\sqrt3\,d},0\Big),\qquad \mathbf K\cdot\mathbf a_1=\frac{4\pi}{3},\qquad \mathbf K\cdot\mathbf a_2=\frac{2\pi}{3},\qquad e^{i\mathbf K\cdot\boldsymbol\delta_j}=1,\ \omega^*,\ \omega .\tag{5}$$

Set $\mathbf k=\mathbf K+\mathbf q$ and expand $e^{i\mathbf q\cdot\boldsymbol\delta_j}$. The first-order term of (4) is $-it\,\mathbf q\cdot\sum_j\boldsymbol\delta_je^{i\mathbf K\cdot\boldsymbol\delta_j}$. With $\omega-\omega^*=i\sqrt3$ and $\omega+\omega^*=-1$, the $x$ component of the sum is $\tfrac{\sqrt3}{2}d\,(\omega-\omega^*)=\tfrac{3i}{2}d$ and the $y$ component is $d\,[1-\tfrac12(\omega+\omega^*)]=\tfrac32d$. At $-\mathbf K$ the phases are conjugated and the $x$ component changes sign. Hence

$$H_{AB}(\mathbf K+\mathbf q)\simeq\tfrac32td\,(q_x-iq_y),\qquad H_{AB}(\mathbf K'+\mathbf q)\simeq\tfrac32td\,(-q_x-iq_y).\tag{6}$$

Let $\sigma_a$ be Pauli matrices on the sublattice label (A first) and $\tau_a$ on the valley label ($\mathbf K$ first), with $\sigma_0=\tau_0=1$. The AB element of $a\sigma_x+b\sigma_y$ is $a-ib$, so (6) is (1) with

$$\alpha_x=\tau_z\sigma_x,\qquad \alpha_y=\sigma_y,\qquad \hbar v=\tfrac32td .\tag{7}$$

The second-order term of (4) is $+\tfrac t2\sum_j(\mathbf q\cdot\boldsymbol\delta_j)^2e^{i\mathbf K\cdot\boldsymbol\delta_j}$. From (3), $(\mathbf q\cdot\boldsymbol\delta_{2,3})^2=\tfrac14d^2(3q_x^2+q_y^2\pm2\sqrt3q_xq_y)$, and the sum divided by $d^2$ is $q_y^2-\tfrac14(3q_x^2+q_y^2)+\tfrac{\sqrt3}{2}(\omega^*-\omega)q_xq_y=-\tfrac34(q_x+iq_y)^2$. At $\mathbf K'$ it is the complex conjugate. In matrix form

$$H_2(\mathbf q)=-\tfrac14\hbar vd\;\tau_z\big[(q_x^2-q_y^2)\,\alpha_x-2q_xq_y\,\alpha_y\big].\tag{8}$$

Its size relative to $H_0$ is $qd/4$. The Dirac description holds for $qd\ll1$, and a mass $m$ belongs to it when the wave vector $m/\hbar v$ at which it matters satisfies that condition, that is for $m\ll t$.

Terms that couple the valleys are periodic in a larger cell. The vectors $\mathbf A_1=\mathbf a_1+\mathbf a_2$ and $\mathbf A_2=2\mathbf a_2-\mathbf a_1$ span three primitive cells, the $\sqrt3\times\sqrt3$ cell, whose six sites may be taken as the vertices of the central hexagon. By (5), $\mathbf K\cdot\mathbf A_1=2\pi$ and $\mathbf K\cdot\mathbf A_2=0$, so both valleys fold onto the centre of the smaller zone. The six states there are the four zero modes, with amplitude $e^{\pm i\mathbf K\cdot\mathbf r}/\sqrt3$ on the three A or the three B sites, and the two $\mathbf k=0$ states at $\pm3t$. The numerical check builds this six-site model from real-space hoppings and tests (7) by projecting a finite-difference derivative of its Bloch matrix on the four zero modes.

### Enumeration

The sixteen products $\tau_a\sigma_b$, $a,b\in\{0,x,y,z\}$, are a basis of the Hermitian $4\times4$ matrices over the reals. Each product either commutes or anticommutes with a given $\alpha_i$, which is itself a product. For $X=\sum c_{ab}\tau_a\sigma_b$, the anticommutator $\{X,\alpha_i\}$ equals $2\alpha_i$ times the part of $X$ that commutes with $\alpha_i$. Since $\alpha_i$ is invertible and the products are linearly independent, $\{X,\alpha_i\}=0$ forces every coefficient of that part to vanish. The masses are therefore spanned by single products, and it is enough to sort the sixteen.

The product $\tau_a\sigma_b$ commutes with $\alpha_y=\sigma_y$ for $b=0,y$ and anticommutes for $b=x,z$. Its sign with $\alpha_x=\tau_z\sigma_x$ is the product of a valley sign ($+$ for $a=0,z$; $-$ for $a=x,y$) and a sublattice sign ($+$ for $b=0,x$; $-$ for $b=y,z$). A mass needs $b=x$ or $z$. For $b=z$ the sublattice sign is already $-$, so $a=0$ or $z$. For $b=x$ the valley sign must be $-$, so $a=x$ or $y$. The masses are

$$M_S=\sigma_z,\qquad M_H=\tau_z\sigma_z,\qquad M_1=\tau_x\sigma_x,\qquad M_2=\tau_y\sigma_x .\tag{9}$$

They are the staggered mass, the Haldane mass and the two Kekulé masses; the names are justified by the lattice terms derived below. The same sign rules give the commutant: $b=0$ with $a=0,z$, and $b=y$ with $a=x,y$,

$$1,\qquad Q_1=\tau_x\sigma_y,\qquad Q_2=\tau_y\sigma_y,\qquad Q_3=\tau_z .\tag{10}$$

Here $Q_1Q_2=\tau_x\tau_y=iQ_3$ and $Q_2Q_3=\tau_y\tau_z\sigma_y=iQ_1$, so the $Q_a$ obey the Pauli algebra. The remaining eight products commute with one $\alpha_i$ and anticommute with the other. They are $\alpha_x$ and $\alpha_y$ times the members of (10):

$$\alpha_x\{1,Q_1,Q_2,Q_3\}=\{\tau_z\sigma_x,\,-\tau_y\sigma_z,\,\tau_x\sigma_z,\,\sigma_x\},\qquad \alpha_y\{1,Q_1,Q_2,Q_3\}=\{\sigma_y,\,\tau_x,\,\tau_y,\,\tau_z\sigma_y\},\tag{11}$$

where for instance $\alpha_xQ_1=(\tau_z\tau_x)(\sigma_x\sigma_y)=(i\tau_y)(i\sigma_z)$.

None of the twelve products in (10) and (11), added alone to $H_0$, opens a gap. The identity shifts all levels. A term $\epsilon Q_a$ commutes with $H_0$ and gives $E=\pm\hbar vq+s\epsilon$ with $s=\pm1$ the eigenvalue of $Q_a$; the two middle levels cross on the circle $\hbar vq=|\epsilon|$. A term $\epsilon\alpha_xQ$ gives $(\hbar vq_x+s\epsilon)\alpha_x+\hbar vq_y\alpha_y$ in the sector $Q=s$, which is a cone moved to $q_x=-s\epsilon/\hbar v$, and the same holds for $\alpha_yQ$ along $q_y$. These terms act as constant vector potentials. Unequal changes $\delta t_j$ of the three hoppings in the primitive cell, as produced by uniform strain, are an instance: they add $-\sum_j\delta t_je^{i\mathbf K\cdot\boldsymbol\delta_j}$ to $H_{AB}$ at $\mathbf K$ and its conjugate at $\mathbf K'$, a combination of $\sigma_x=\alpha_xQ_3$ and $\tau_z\sigma_y=\alpha_yQ_3$ that moves the two cones in opposite directions. The program tests the four classes by computing the null spaces of the commutation conditions with the $\alpha_i$ taken from the lattice, and tests by diagonalisation on a grid of $\mathbf q$ that only the products (9) leave a gap.

### Algebra of the masses and spectrum

From (7), $\alpha_x\alpha_y=\tau_z\sigma_x\sigma_y=i\tau_z\sigma_z$, so $M_H$ of (9) is the singlet $-i\alpha_x\alpha_y$. Every mass anticommutes with both $\alpha_i$ and hence commutes with their product, so $M_H$ commutes with all masses. The triplet follows from $M_HQ_3=\sigma_z$, $M_HQ_1=(\tau_z\tau_x)(\sigma_z\sigma_y)=(i\tau_y)(-i\sigma_x)$ and $M_HQ_2=(\tau_z\tau_y)(\sigma_z\sigma_y)=(-i\tau_x)(-i\sigma_x)$:

$$(M_2,\,-M_1,\,M_S)=M_H\,(Q_1,Q_2,Q_3).\tag{12}$$

Since $M_H^2=1$ and $M_H$ commutes with the $Q_a$, the three masses $M_S,M_1,M_2$ anticommute with one another as the $Q_a$ do, and $M_SM_1M_2=\sigma_z\tau_x\tau_y=iM_H$. The unitary matrices $\exp(-i\chi\,\mathbf w\cdot\mathbf Q/2)$, with $\mathbf w$ a unit vector, commute with $H_0$ and $M_H$ and rotate $\mathbf Q$, and with it the triplet, by the angle $\chi$ about $\mathbf w$. Within the linear theory any triplet mass can be rotated into any other of the same length. This SU(2) belongs to $H_0$ and not to the lattice: $H_2$ in (8) contains $Q_3$ and keeps only the rotations generated by $Q_3$.

Take the most general mass,

$$H=H_0+m_HM_H+m_SM_S+m_1M_1+m_2M_2,\qquad |m|^2=m_S^2+m_1^2+m_2^2,\tag{13}$$

and write the triplet part as $|m|\,\hat M$. Mutual anticommutation gives $\hat M^2=1$. By (12),

$$N=\hat MM_H=\frac{m_2Q_1-m_1Q_2+m_SQ_3}{|m|}\tag{14}$$

is a unit vector contracted with $\mathbf Q$. It has eigenvalues $s=\pm1$, each twice, and it commutes with $\alpha_x$, $\alpha_y$ and $M_H$. As $\hat M=NM_H$, it commutes with $H$, and in the two-dimensional sector $N=s$

$$H_s=\hbar v(q_x\alpha_x+q_y\alpha_y)+\mu_sM_H,\qquad \mu_s=m_H+s|m| .\tag{15}$$

In each sector $\alpha_x,\alpha_y,M_H$ are three anticommuting $2\times2$ matrices with $\alpha_x\alpha_y=iM_H$, that is Pauli matrices of the standard handedness, the same in both sectors. The levels are

$$E=\pm E_s,\qquad E_s=\sqrt{(\hbar vq)^2+(m_H+s|m|)^2},\qquad E_{\rm gap}=2\,\big||m_H|-|m|\big| .\tag{16}$$

The members of the triplet add in quadrature, so turning one into another at fixed $|m|$ never closes the gap. The Haldane mass adds to $|m|$ in one sector and subtracts in the other, and the gap closes on the cone $|m_H|=|m|$ in the space of the four masses. For $m_1=m_2=0$ and $m_S>0$, $N=\tau_z$ and the sectors are the valleys. For a Kekulé mass they are equal mixtures of the valleys. The program tests (16) against diagonalisation of (13) with random parameters.

The linear Hamiltonian has exactly four masses, the singlet $M_H$ and the triplet $M_S,M_1,M_2$, and together they give the gap $2\,\big||m_H|-|m|\big|$. It remains to find which symmetries each mass breaks, which lattice terms produce it, and what distinguishes the resulting insulators.
